# How spin-orbit coupling joins singlet and quintet iron(II) through a triplet: test program

```python
"""
Result under test: one-electron spin-orbit coupling W = zeta*sum l.s turns any
singlet into a pure triplet, so it cannot join S=0 to S=2. Its leading
singlet-quintet coupling is V = sum_T <Q|W|T><T|W|S>/(E-E_T).
For strong-field octahedral d6: |V| = 3*sqrt(2)*zeta**2/Delta_T.

Model: all 210 determinants of six electrons in five d orbitals.
F2, F4: Slater integrals; splitting: e minus t2 orbital energy (10Dq);
zeta: one-electron spin-orbit constant; S, T, Q: singlet, triplet, quintet;
Delta_T: height of the lowest coupled triplet above the S/Q crossing.
Energies are in eV unless a name or label says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre
from pyscf import gto

F2, F4, zeta = 8.5, 5.5, 0.05
temperature = 300.0
trigonal = 0.02
inverse_r3 = 5.0            # rough 3d value in atomic units, for spin-spin only
hartree = constants.physical_constants["Hartree energy in eV"][0]
alpha = constants.fine_structure
kT = constants.k * temperature / constants.e
eV_to_wavenumber = constants.e / (constants.h * constants.c * 100)

# Real d orbitals in the order xy, yz, z2, xz, x2-y2, on an exact angular grid.
x, wx = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = np.meshgrid(x, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
n = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1).reshape(-1, 3)
wg = np.repeat(wx, 16) * 2 * np.pi / 16
forms = np.zeros((5, 3, 3))
for k, (a, b) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    forms[k, a, b] = forms[k, b, a] = 1
forms[2] = np.diag([-1, -1, 2])
forms[4] = np.diag([1, -1, 0])
d = np.einsum("gi,kij,gj->kg", n, forms, n)
norms = np.sqrt((d**2) @ wg)
forms /= norms[:, None, None]
d /= norms[:, None]
ell = np.zeros((3, 5, 5), complex)
for i in range(5):
    rotated = -1j * np.cross(n, 2 * n @ forms[i])
    ell[:, :, i] = np.einsum("g,jg,gk->kj", wg, d, rotated)
pairs = np.einsum("g,pg,qg->pqg", wg, d, d).reshape(25, -1)
cosines = n @ n.T
coulomb = sum(F * pairs @ eval_legendre(K, cosines) @ pairs.T
              for K, F in ((2, F2), (4, F4))).reshape(5, 5, 5, 5)

# Excitation matrices; spin-orbital number is 2*orbital + spin.
dets = [sum(1 << p for p in c) for c in combinations(range(10), 6)]
index = {det: i for i, det in enumerate(dets)}
N = len(dets)
ex = np.zeros((10, 10, N, N))


def parity(det, p):
    return (-1) ** bin(det & ((1 << p) - 1)).count("1")


for j, det in enumerate(dets):
    for q in range(10):
        if det >> q & 1:
            rest = det ^ (1 << q)
            for p in range(10):
                if not rest >> p & 1:
                    sign = parity(det, q) * parity(rest, p)
                    ex[p, q, index[rest | (1 << p)], j] = sign

spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])
one = np.eye(2)


def one_body(h):
    return np.tensordot(h, ex, axes=([0, 1], [0, 1]))


def orbital_excitations(s):
    return np.einsum("ab,paqbij->pqij", s, ex.reshape(5, 2, 5, 2, N, N))


def two_body(g, left, right):
    out = np.zeros((N, N), complex)
    for p in range(5):
        for q in range(5):
            out += left[p, q] @ np.tensordot(g[p, q], right, axes=2)
    return out


E = orbital_excitations(one)
contraction = np.einsum("pqqs->ps", coulomb)
repulsion = 0.5 * (two_body(coulomb, E, E)
                   - one_body(np.kron(contraction, one)))
Ne = one_body(np.kron(np.diag([0, 0, 1, 0, 1]), one))
L = [one_body(np.kron(ell[k], one)) for k in range(3)]
S = [one_body(np.kron(np.eye(5), spin[k])) for k in range(3)]
S2 = sum(s @ s for s in S)
W1 = one_body(sum(np.kron(ell[k], spin[k]) for k in range(3)))


def dag(m):
    return m.conj().T


def restrict(op, basis):
    return dag(basis) @ op @ basis


def spin_bases(space):
    val, vec = np.linalg.eigh(restrict(S2, space))
    return [space @ vec[:, abs(val - s * (s + 1)) < 1e-6] for s in range(3)]


full = spin_bases(np.eye(N))
assert sum(b.shape[1] for b in full) == N

# Selection rule, for every singlet, and for spin-linear two-electron terms.
image = W1 @ full[0]
assert np.linalg.norm(image) > 1
assert np.allclose(S2 @ image, 2 * image, atol=1e-9)
direct_max = abs(dag(full[2]) @ image).max()
assert direct_max < 1e-10
Sx_exc = orbital_excitations(spin[0])
image2 = E[0, 2] @ Sx_exc[1, 4] @ full[0]
assert np.linalg.norm(image2) > 0.1
assert np.allclose(S2 @ image2, 2 * image2, atol=1e-9)

# States unchanged by joint octahedral rotations of orbitals and spins.
J = [L[k] + S[k] for k in range(3)]
R4 = expm(-0.5j * np.pi * J[2])
R3 = expm(-2j * np.pi / 3 * sum(J) / np.sqrt(3))
val, vec = np.linalg.eigh(R4 + dag(R4) + R3 + dag(R3))
A = vec[:, abs(val - 4) < 1e-7]
inv = spin_bases(A)
assert np.allclose(W1 @ A, A @ restrict(W1, A), atol=1e-8)

# Strong-field matrix elements from explicit many-electron states.
val, vec = np.linalg.eigh(restrict(Ne + 10 * S2, A))
pure = []
for label in (0, 21, 62):
    chosen = abs(val - label) < 1e-6
    assert chosen.sum() == 1
    pure.append(A @ vec[:, chosen][:, 0])
strong_ST = abs(np.vdot(pure[1], W1 @ pure[0]))
strong_TQ = abs(np.vdot(pure[2], W1 @ pure[1]))
assert np.isclose(strong_ST, np.sqrt(6), atol=1e-8)
assert np.isclose(strong_TQ, np.sqrt(3), atol=1e-8)

# First-order spin-orbit levels of the fifteen 5T2 states.
val, vec = np.linalg.eigh(restrict(Ne, full[2]))
T2 = full[2] @ vec[:, abs(val - 2) < 1e-6]
so_levels = np.linalg.eigvalsh(restrict(W1, T2))
assert np.allclose(so_levels, [-0.75] * 3 + [-0.25] * 5 + [0.5] * 7, atol=1e-8)
coupled_level = np.vdot(pure[2], W1 @ pure[2]).real
assert np.isclose(coupled_level, 0.5, atol=1e-8)


def spin_free(splitting):
    return repulsion + splitting * Ne


def lowest_gap(splitting):
    h = spin_free(splitting)
    return (np.linalg.eigvalsh(restrict(h, inv[2]))[0]
            - np.linalg.eigvalsh(restrict(h, inv[0]))[0])


crossing = brentq(lowest_gap, 1.0, 3.5, xtol=1e-12)
H0 = spin_free(crossing)
energies, states = [], []
for basis in inv:
    e, u = np.linalg.eigh(restrict(H0, basis))
    energies.append(e)
    states.append(basis @ u)
s_state, q_state = states[0][:, 0], states[2][:, 0]
assert abs(np.vdot(q_state, pure[2])) > 1 - 1e-8
E0 = energies[0][0]
heights = energies[1] - E0
assert heights[0] > 5 * zeta
TS = dag(states[1]) @ W1 @ s_state
QT = q_state.conj() @ W1 @ states[1]
paths = -QT * TS / heights
V_unit = abs(paths.sum())
V = zeta**2 * V_unit
shares = (paths / paths.sum()).real
strong_V = 3 * np.sqrt(2) * zeta**2 / heights[0]

# Full diagonalization and its small-zeta limit.
rep_A, Ne_A, W_A = (restrict(o, A) for o in (repulsion, Ne, W1))


def minimum_gap(z):
    def gap(splitting):
        e = np.linalg.eigvalsh(rep_A + splitting * Ne_A + z * W_A)
        return e[1] - e[0]
    r = minimize_scalar(gap, bounds=(crossing - 3 * z, crossing + 3 * z),
                        method="bounded", options={"xatol": 1e-10})
    return r.x, r.fun


best_splitting, full_gap = minimum_gap(zeta)
ratio = full_gap / (2 * V)
small = [minimum_gap(z)[1] / (2 * z**2 * V_unit) for z in (0.002, 0.001)]
assert abs(small[1] - 1) < 0.02
assert abs(small[1] - 1) < 0.6 * abs(small[0] - 1) + 1e-5
_, u = np.linalg.eigh(rep_A + best_splitting * Ne_A + zeta * W_A)
lower = A @ u[:, 0]
weights = [np.linalg.norm(dag(b) @ lower)**2 for b in full]
assert np.isclose(sum(weights), 1)

# Coupling to all fifteen quintet sublevels, with optional trigonal field.
axis = np.array([1, 1, 0, 1, 0]) / np.sqrt(3)
trig_op = one_body(np.kron(np.outer(axis, axis), one))


def sublevel_coupling(delta):
    h = H0 + delta * trig_op
    es, us = np.linalg.eigh(restrict(h, full[0]))
    singlet = full[0] @ us[:, 0]
    ht = restrict(h, full[1])
    source = dag(full[1]) @ W1 @ singlet
    response = np.linalg.solve(es[0] * np.eye(len(ht)) - ht, source)
    vector = zeta**2 * dag(T2) @ W1 @ full[1] @ response
    _, uq = np.linalg.eigh(restrict(h + zeta * W1, T2))
    return np.linalg.norm(vector), np.linalg.norm(dag(uq[:, :3]) @ vector)


total_oct, low_oct = sublevel_coupling(0.0)
total_trig, low_trig = sublevel_coupling(trigonal)
assert np.isclose(total_oct, V, rtol=1e-7)
assert low_oct < 1e-9 and low_trig > 1e-6

# Direct spin-spin coupling with one Gaussian d shell of the stated <r^-3>.
b = (inverse_r3 * 15 * np.sqrt(np.pi) / 8) ** (2 / 3)
radial_norm = quad(lambda r: r**6 * np.exp(-b * r * r), 0, np.inf)[0]
r3_check = quad(lambda r: r**3 * np.exp(-b * r * r), 0, np.inf)[0] / radial_norm
assert np.isclose(r3_check, inverse_r3, rtol=1e-7)
mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [b / 2, 1.0]]]}, spin=1, verbose=0)
X = mol.intor("int2e_ipip1_sph", comp=9).reshape(3, 3, 5, 5, 5, 5)
Y = mol.intor("int2e_ipvip1_sph", comp=9).reshape(3, 3, 5, 5, 5, 5)
D = X + X.transpose(0, 1, 3, 2, 4, 5) + Y + Y.transpose(1, 0, 2, 3, 4, 5)
trace = np.einsum("aapqrs->pqrs", D)
radial4 = quad(lambda r: r**10 * np.exp(-2 * b * r * r), 0, np.inf)[0]
contact = np.einsum("g,pg,qg,rg,sg->pqrs", wg, d, d, d, d)
contact *= radial4 / radial_norm**2
assert np.allclose(trace, -4 * np.pi * contact, atol=1e-7)
spin_exc = [orbital_excitations(s) for s in spin]
Hss = np.zeros((N, N), complex)
for a in range(3):
    for c in range(3):
        tensor = -(D[a, c] - (a == c) * trace / 3)
        Hss += 0.5 * alpha**2 * hartree * two_body(
            tensor, spin_exc[a], spin_exc[c])
assert np.allclose(Hss, dag(Hss), atol=1e-9)
spin_spin = abs(np.vdot(q_state, Hss @ s_state))
spin_spin_max = abs(dag(full[2]) @ Hss @ full[0]).max()
assert spin_spin_max > 1e-8

boltzmann = np.exp(-zeta * so_levels / kT)
thermal_weight = np.exp(-zeta * coupled_level / kT) / boltzmann.sum()


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Slater integral F2", F2, "eV", 2)
show("Slater integral F4", F4, "eV", 2)
show("Spin-orbit constant zeta", zeta, "eV", 3)
print("Determinants:", N)
print("Octahedrally invariant states:", A.shape[1])
print("Invariant singlets, triplets, quintets:", *[b.shape[1] for b in inv])
print(f"Largest direct S-Q element of sum l.s: {direct_max:.1e}")
show("Strong-field |W_TS|/zeta", strong_ST)
show("Strong-field |W_QT|/zeta", strong_TQ)
show("Field splitting at spin-free crossing", crossing, "eV")
show("Lowest coupled triplet height Delta_T", heights[0], "eV")
show("Next coupled triplet height", heights[1], "eV")
show("Actual lowest-triplet |W_TS|", 1000 * zeta * abs(TS[0]), "meV", 2)
show("Actual lowest-triplet |W_QT|", 1000 * zeta * abs(QT[0]), "meV", 2)
show("Lowest-triplet path / total V", shares[0])
show("All other triplet paths / total V", shares[1:].sum())
show("Strong-field estimate of |V|", 1000 * strong_V, "meV", 2)
show("Second-order |V|, all triplets", 1000 * V, "meV", 2)
show("Second-order |V|, converted", V * eV_to_wavenumber, "cm^-1", 1)
show("Splitting at full minimum gap", best_splitting, "eV")
show("Half minimum gap, full model", 500 * full_gap, "meV", 2)
show("Half gap / second-order |V|", ratio)
show("Same ratio at zeta = 0.002 eV", small[0], digits=5)
show("Same ratio at zeta = 0.001 eV", small[1], digits=5)
for name, weight in zip(("Singlet", "Triplet", "Quintet"), weights):
    show(f"{name} weight in lower state at minimum gap", weight)
show("Lowest 5T2 spin-orbit level", 1000 * zeta * so_levels[0], "meV", 2)
show("Middle 5T2 spin-orbit level", 1000 * zeta * so_levels[3], "meV", 2)
show("Coupled 5T2 spin-orbit level", 1000 * zeta * coupled_level, "meV", 2)
show("Temperature", temperature, "K", 0)
show("Thermal energy", 1000 * kT, "meV", 2)
show("Thermal weight of coupled sublevel in 5T2", thermal_weight)
show("Trigonal orbital shift", 1000 * trigonal, "meV", 1)
show("Trigonal: norm of coupling to 15 levels", 1000 * total_trig, "meV", 2)
show("Trigonal: norm for lowest 3 levels", 1000 * low_trig, "meV", 3)
show("Rough <r^-3> for spin-spin estimate", inverse_r3, "bohr^-3", 1)
show("Direct spin-spin S-Q coupling", 1000 * spin_spin, "meV", 4)
show("Spin-spin / second-order spin-orbit", spin_spin / V, digits=5)
print("all good")
```

Running it gives:

```
Slater integral F2: 8.50 eV
Slater integral F4: 5.50 eV
Spin-orbit constant zeta: 0.050 eV
Determinants: 210
Octahedrally invariant states: 14
Invariant singlets, triplets, quintets: 5 7 2
Largest direct S-Q element of sum l.s: 8.7e-16
Strong-field |W_TS|/zeta: 2.4495
Strong-field |W_QT|/zeta: 1.7321
Field splitting at spin-free crossing: 1.8628 eV
Lowest coupled triplet height Delta_T: 0.6615 eV
Next coupled triplet height: 2.3058 eV
Actual lowest-triplet |W_TS|: 112.74 meV
Actual lowest-triplet |W_QT|: 80.18 meV
Lowest-triplet path / total V: 1.0021
All other triplet paths / total V: -0.0021
Strong-field estimate of |V|: 16.03 meV
Second-order |V|, all triplets: 13.64 meV
Second-order |V|, converted: 110.0 cm^-1
Splitting at full minimum gap: 1.8469 eV
Half minimum gap, full model: 12.63 meV
Half gap / second-order |V|: 0.9263
Same ratio at zeta = 0.002 eV: 0.99821
Same ratio at zeta = 0.001 eV: 0.99912
Singlet weight in lower state at minimum gap: 0.4787
Triplet weight in lower state at minimum gap: 0.0357
Quintet weight in lower state at minimum gap: 0.4856
Lowest 5T2 spin-orbit level: -37.50 meV
Middle 5T2 spin-orbit level: -12.50 meV
Coupled 5T2 spin-orbit level: 25.00 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Thermal weight of coupled sublevel in 5T2: 0.0161
Trigonal orbital shift: 20.0 meV
Trigonal: norm of coupling to 15 levels: 13.77 meV
Trigonal: norm for lowest 3 levels: 1.501 meV
Rough <r^-3> for spin-spin estimate: 5.0 bohr^-3
Direct spin-spin S-Q coupling: 1.1560 meV
Spin-spin / second-order spin-orbit: 0.08478
all good
```
